# Kramers recombination: shell cross sections, the total, and the rate coefficient: test program

```python
"""Kramers recombination of an electron with a bare nucleus (here Z = 1).

Result under test, with chi0 = Z^2 Rydberg energy, E = electron energy,
A = 32 pi alpha^3 a0^2 / (3 sqrt 3), gamma = Euler's constant:
  shell n : sigma_n = A chi0^2 / (n^3 E (E + chi0/n^2))
  total   : sigma   ~ A (chi0/E) (ln(chi0/E)/2 + gamma)        for E << chi0
  rate    : <v sigma> ~ A chi0 sqrt(8/(pi m kT)) (ln(chi0/kT)/2 + 3 gamma/2)
The nucleus is infinitely heavy and at rest. Internal units are SI,
except in the quantum matrix elements, which use atomic units.
"""
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad
from scipy.special import kv, digamma, exp1

Z = 1
alpha = sc.fine_structure
a0 = sc.physical_constants["Bohr radius"][0]
m, c, hbar, kB, eV = sc.m_e, sc.c, sc.hbar, sc.k, sc.e
chi0 = Z**2 * alpha**2 * m * c**2 / 2
A = 32 * np.pi / (3 * np.sqrt(3)) * alpha**3 * a0**2
gamma = np.euler_gamma


def sigma_shell(E, n):
    return A * chi0**2 / (n**3 * E * (E + chi0 / n**2))


def shell_sum(eps):
    """Closed form of sum over n of 1/(n (1 + eps n^2))."""
    return gamma + digamma(1 + 1j / np.sqrt(eps)).real


def sigma_total(E):
    return A * chi0 / E * shell_sum(E / chi0)


# Parabolic orbit: Fourier integrals on a shifted contour against Bessel K
s = np.linspace(-15, 15, 30001)
ds = s[1] - s[0]
for xi in (0.5, 2.0):
    eta = s + 0.5j
    wave = np.exp(1j * 1.5 * xi * (eta + eta**3 / 3))
    even = np.sum(wave) * ds
    odd = np.sum(eta * wave) * ds
    assert abs(even - 2 / np.sqrt(3) * kv(1 / 3, xi)) < 1e-9
    assert abs(odd - 2j / np.sqrt(3) * kv(2 / 3, xi)) < 1e-9
bessel_integral = quad(
    lambda x: 3 * x**5 * (kv(1 / 3, x**3)**2 + kv(2 / 3, x**3)**2), 0, 3.5)[0]
assert abs(bessel_integral - np.pi / np.sqrt(3)) < 1e-7


def classical_gaunt(nu):
    """Emission of true hyperbolic orbits over the flat parabolic result.

    nu = omega kappa/(m v^3); units kappa = m = v = 1.
    The contour of the orbit parameter is shifted to make integrals decay.
    """
    nodes, weights = np.polynomial.legendre.leggauss(60)
    grid = np.linspace(-7, 7, 5601)
    h = grid[1] - grid[0]
    total = 0.0
    for q, w in zip(6 * (nodes + 1), 6 * weights):
        ecc = 1 + q * nu**(-2 / 3)
        u = grid + 1j * max(np.arccos(1 / ecc), 0.3)
        wave = np.exp(1j * nu * (ecc * np.sinh(u) - u))
        vx = -np.sum(np.sinh(u) * wave) * h
        vy = np.sqrt(ecc**2 - 1) * np.sum(np.cosh(u) * wave) * h
        total += w * nu**(-2 / 3) * ecc * (abs(vx)**2 + abs(vy)**2)
    return 4 / 3 * nu**2 * total / (16 * np.pi / (3 * np.sqrt(3)))


hard = [5.0, 50.0, 500.0]
g_classical = [classical_gaunt(nu) for nu in hard]
dev = [abs(g - 1) for g in g_classical]
assert dev[0] > dev[1] > dev[2] and dev[2] < 0.005

# SI emission constant and level interval against the compact cross section
E_test, n_test = 0.1 * eV, 3
coul = sc.e**2 / (4 * np.pi * sc.epsilon_0)
speed2 = 2 * E_test / m
Q_emission = (16 * np.pi * coul * (Z * coul)**2
              / (3 * np.sqrt(3) * c**3 * m**2 * speed2))
photon = E_test + chi0 / n_test**2
from_emission = Q_emission / photon * (2 * chi0 / n_test**3) / hbar
assert abs(from_emission / sigma_shell(E_test, n_test) - 1) < 1e-7

# Quantum capture into hydrogen shells from exact Coulomb wave functions
mp.mp.dps = 40


def radial_integral(n, l, lc, k):
    """Integral of P_nl r F_lc, with F_lc of unit asymptotic amplitude."""
    q = n - l - 1
    norm = mp.sqrt((mp.mpf(2) / n)**3 * mp.factorial(q)
                   / (2 * n * mp.factorial(n + l))) * (mp.mpf(2) / n)**l
    amp = mp.sqrt(2 * mp.pi / k / (1 - mp.exp(-2 * mp.pi / k)))
    for j in range(1, lc + 1):
        amp *= mp.sqrt(j**2 + 1 / k**2) / (j * (2 * j + 1))
    decay = mp.mpf(1) / n + 1j * k
    total = mp.mpc(0)
    for j in range(q + 1):
        coef = ((-1)**j * mp.binomial(n + l, q - j) / mp.factorial(j)
                * (mp.mpf(2) / n)**j)
        b = l + lc + 4 + j
        total += (coef * mp.gamma(b) / decay**b
                  * mp.hyp2f1(lc + 1 + 1j / k, b, 2 * lc + 2, 2j * k / decay))
    return mp.re(norm * amp * k**(lc + 1) * total)


def quantum_gaunt(n, eps):
    k = mp.sqrt(mp.mpf(eps))
    omega = (k**2 + mp.mpf(1) / n**2) / 2
    strength = mp.mpf(0)
    for l in range(n):
        for lc in (l - 1, l + 1):
            if lc >= 0:
                R = radial_integral(n, l, lc, k)
                strength += max(l, lc) * R**2 * 2 / (mp.pi * k)
    sigma = 8 * mp.pi**2 * omega**3 / (3 * k**2) * strength
    energy = eps * alpha**2 * m * c**2 / 2
    return float(sigma) * alpha**3 * a0**2 / sigma_shell(energy, n)


eps_q, n_top = 1e-4, 12
g_quantum = np.array([quantum_gaunt(n, eps_q) for n in range(1, n_top + 1)])
deficit = 1 - g_quantum
assert np.all(deficit > 0) and np.all(np.diff(deficit) < 0)
assert deficit[-1] < 0.04
slope_n = np.log(deficit[11] / deficit[5]) / np.log(2)
assert -0.85 < slope_n < -0.60
ns = np.arange(1, n_top + 1)
tail = deficit[-1] * n_top**(2 / 3) * float(mp.zeta(mp.mpf(5) / 3, n_top + 1))
constant_shift = np.sum(deficit / ns) + tail

# Explicit sum over shells against closed form and low-energy logarithm
shells = np.arange(1, 1000001, dtype=float)
for eps in (1e-1, 1e-2, 1e-3):
    direct = np.sum(sigma_shell(eps * chi0, shells))
    assert abs(direct / sigma_total(eps * chi0) - 1) < 1e-7
    series = np.log(1 / eps) / 2 + gamma + eps / 12
    assert abs(shell_sum(eps) - series) < 0.02 * eps**2


def rate(T):
    """Maxwell average of v sigma_total by quadrature over speed."""
    vth = np.sqrt(2 * kB * T / m)

    def integrand(x):
        return (4 / np.sqrt(np.pi) * x**2 * np.exp(-x * x)
                * vth * x * sigma_total(m * (vth * x)**2 / 2))
    return quad(integrand, 0, 8, epsabs=0, epsrel=1e-9, limit=200)[0]


def rate_log(T):
    bracket = np.log(chi0 / (kB * T)) / 2 + 1.5 * gamma
    return A * chi0 * np.sqrt(8 / (np.pi * m * kB * T)) * bracket


temps = [100.0, 1000.0, 10000.0]
rates = [rate(T) for T in temps]
for T, value in zip(temps, rates):
    # first neglected term of the bracket is kT/(12 chi0)
    assert abs(value / rate_log(T) - 1) < 0.06 * kB * T / chi0
x_n = chi0 / (kB * 1e4) / shells**2
by_shell = (A * np.sqrt(8 / (np.pi * m)) * (kB * 1e4)**-1.5 * chi0**2
            * np.exp(x_n) * exp1(x_n) / shells**3)
assert abs(np.sum(by_shell) / rates[2] - 1) < 1e-7
step = 0.01
slope_T = np.log(rate(1e3 * np.exp(step)) / rate(1e3 * np.exp(-step))) / (2 * step)
slope_formula = -0.5 - 1 / (np.log(chi0 / (kB * 1e3)) + 3 * gamma)
assert abs(slope_T - slope_formula) < 1e-3

print(f"Ionization energy chi0 = {chi0/eV:.4f} eV")
print(f"Prefactor A = {A:.4e} m^2")
print(f"Euler constant gamma = {gamma:.5f}; 3 gamma/2 = {1.5*gamma:.5f}")
print(f"Bessel integral = {bessel_integral:.6f}; pi/sqrt3 = {np.pi/np.sqrt(3):.6f}")
print("Hyperbolic orbits: emission / flat parabolic value")
for nu, g in zip(hard, g_classical):
    print(f"  omega kappa/(m v^3) = {nu:5.0f}: ratio = {g:.5f}")
print(f"Quantum Gaunt factors at E/chi0 = {eps_q:.0e}")
for n in (1, 2, 3, 6, 12):
    print(f"  n = {n:2d}: g_n = {g_quantum[n-1]:.4f}")
print(f"Exponent of 1-g_n in n, from n=6 to 12 = {slope_n:.3f}")
print(f"Sum of (1-g_n)/n, tail estimated = {constant_shift:.2f}")
print("Cross sections (m^2): E/eV, n_c, sigma_1, sigma_total, log formula, shell sum")
for energy in (1.0, 0.1, 0.01, 0.001):
    E = energy * eV
    log_form = A * chi0 / E * (np.log(chi0 / E) / 2 + gamma)
    print(f"  {energy:5.3f} {np.sqrt(chi0/E):6.1f} {sigma_shell(E,1):.4e} "
          f"{sigma_total(E):.4e} {log_form:.4e} {shell_sum(E/chi0):.4f}")
print("Rates: T/K, chi0/kT, rate (m^3/s), log formula (m^3/s), sqrt(T)*rate (SI)")
for T, value in zip(temps, rates):
    print(f"  {T:6.0f} {chi0/(kB*T):8.2f} {value:.4e} {rate_log(T):.4e} "
          f"{np.sqrt(T)*value:.4e}")
print(f"Rate at 10000 K = {rates[2]*1e6:.4e} cm^3/s")
print(f"Share of shell n=1 in the rate at 10000 K = {by_shell[0]/rates[2]:.4f}")
print(f"d ln(rate)/d ln T at 1000 K: numeric {slope_T:.4f}, formula {slope_formula:.4f}")
print("OK")
```

Printed output:

```
Ionization energy chi0 = 13.6057 eV
Prefactor A = 2.1053e-26 m^2
Euler constant gamma = 0.57722; 3 gamma/2 = 0.86582
Bessel integral = 1.813799; pi/sqrt3 = 1.813799
Hyperbolic orbits: emission / flat parabolic value
  omega kappa/(m v^3) =     5: ratio = 1.07275
  omega kappa/(m v^3) =    50: ratio = 1.01597
  omega kappa/(m v^3) =   500: ratio = 1.00345
Quantum Gaunt factors at E/chi0 = 1e-04
  n =  1: g_n = 0.7973
  n =  2: g_n = 0.8763
  n =  3: g_n = 0.9076
  n =  6: g_n = 0.9439
  n = 12: g_n = 0.9661
Exponent of 1-g_n in n, from n=6 to 12 = -0.727
Sum of (1-g_n)/n, tail estimated = 0.41
Cross sections (m^2): E/eV, n_c, sigma_1, sigma_total, log formula, shell sum
  1.000    3.7 2.6683e-25 5.4098e-25 5.3922e-25 1.8886
  0.100   11.7 2.8435e-24 8.6917e-24 8.6899e-24 3.0344
  0.010   36.9 2.8623e-23 1.1988e-22 1.1988e-22 4.1851
  0.001  116.6 2.8642e-22 1.5286e-21 1.5286e-21 5.3363
Rates: T/K, chi0/kT, rate (m^3/s), log formula (m^3/s), sqrt(T)*rate (SI)
     100  1578.88 9.3921e-18 9.3920e-18 9.3921e-17
    1000   157.89 2.2185e-18 2.2182e-18 7.0156e-17
   10000    15.79 4.6481e-19 4.6370e-19 4.6481e-17
Rate at 10000 K = 4.6481e-13 cm^3/s
Share of shell n=1 in the rate at 10000 K = 0.4192
d ln(rate)/d ln T at 1000 K: numeric -0.6470, formula -0.6472
OK
```
